# The camel's-back condition at the zincblende X point

Two bands have the same upward curvature, that of a mass $0.90\,m_0$. They are separated by $0.35$ eV and coupled by a term linear in wavenumber. At the zone-boundary point X the lower band nevertheless has longitudinal mass $-3.9\,m_0$. Its minima lie $0.93\ \mathrm{nm^{-1}}$ to either side of X, only $3.8$ meV lower. These numbers come from rough parameters in the regime of gallium phosphide. The sign of the mass and the shallowness of the minima both follow from a comparison of two energies.

## Setting and result

Let $\mathbf X=(0,0,2\pi/a)$, with $a$ the cubic lattice constant, and let $\kappa$ be the wavenumber along $z$ measured from X. The two lowest conduction states at X are split by $\Delta>0$, and energy is measured from their midpoint. Spin-orbit coupling is omitted.

**Theorem.** Suppose that the two bands are described by

$$H(\kappa)=\begin{pmatrix}A\kappa^2+\Delta/2&P\kappa\\P\kappa&A\kappa^2-\Delta/2\end{pmatrix},\qquad A>0,\quad P>0. \tag{1}$$

The lower band has a camel's back, a maximum at X between two equal minima, if and only if

$$\boxed{\Delta<\Delta_c=\frac{P^2}{A}} \tag{2}$$

The minima are then at $\pm\kappa_0$ and lie a depth $W$ below X, with

$$\kappa_0=\frac{P}{2A}\sqrt{1-\frac{\Delta^2}{\Delta_c^2}},\qquad W=\frac{(\Delta_c-\Delta)^2}{4\Delta_c}. \tag{3}$$

If $\Delta\ge\Delta_c$, X is the only minimum along the axis.

The words maximum and minimum refer here to the $z$ direction. For $\pm\kappa_0$ to be minima in three dimensions, the transverse curvature must also be positive, which is assumed.

## Why the coupling is linear

**Lemma 1.** Within the pair of X states, $p_z$ has only off-diagonal elements, and $p_x$ and $p_y$ have none.

*Proof.* Place the origin on an atom. The group of X contains the half-turns $C_{2z}$ and $C_{2x}$. The second takes $\mathbf X$ to $-\mathbf X$, which is the same point because $2\mathbf X$ is a reciprocal lattice vector. The pair consists of one state of type $A_1$ and one of type $B_2$ of the group $D_{2d}$. Both are even under $C_{2z}$; under $C_{2x}$ the first is even and the second odd.

The operators $p_x$ and $p_y$ are odd under $C_{2z}$, so they vanish between states that are both even. The operator $p_z$ is odd under $C_{2x}$, so it can connect only states of opposite parity under that rotation. $\square$

The coupling can be made real. Complex conjugation takes a state at X to a state at $-\mathbf X$, hence at X, with the same energy. Each nondegenerate state can therefore be chosen real. Since $p_z=-i\hbar\,\partial_z$, its element between two real states is imaginary. Multiplying one state by $\pm i$ makes it real and positive.

**Lemma 2.** To second order in the coupling to remote bands, the pair obeys (1), except that the two curvatures may differ.

*Proof.* Use Hartree atomic units for this step. Write the wave function as $e^{i\kappa z}\sum_j c_j\phi_j$, where $\phi_j$ are the states at X with energies $E_j$. Moving $e^{i\kappa z}$ through the kinetic energy replaces $p_z$ by $p_z+\kappa$, so

$$\left(E_j+\frac{\kappa^2}{2}-E\right)c_j+\kappa\sum_l p_{jl}c_l=0,\qquad p_{jl}=\langle\phi_j|p_z|\phi_l\rangle .$$

For a remote state $m$, the leading order in $\kappa$ is $c_m=\kappa\sum_n p_{mn}c_n/(E-E_m)$, with $n$ in the pair. Inserting this in the equations of the pair adds terms $\kappa^2\sum_m p_{nm}p_{mn'}/(E-E_m)$. For $n\ne n'$ they vanish, because two factors of $p_z$ are together even under $C_{2x}$ and cannot connect states of opposite parity. For $n=n'$, setting $E=E_n$, which changes the band energies only beyond order $\kappa^2$, gives

$$A_n=\frac12+\sum_{m\notin\text{pair}}\frac{|p_{nm}|^2}{E_n-E_m}. \tag{4}$$

The direct coupling is $P\kappa$ with $P=|p_{12}|$. $\square$

In ordinary units $P=\hbar|p_{12}|/m_0$, which has the dimension energy times length. The common curvature is written $A=\hbar^2/(2m_A)$. The partner state is excluded from the sum in (4), so $m_A$ is not the mass of either band at X.

**Lemma 3.** In the diamond limit, where the two atoms are identical, $\Delta=0$ and the curvatures are equal.

*Proof.* Let $\boldsymbol\tau=(a/4)(1,1,1)$ join the two atoms. A half-turn about the $x$ direction through $\boldsymbol\tau$ differs from the one through the origin by the translation

$$\boldsymbol\tau-C_{2x}\boldsymbol\tau=(0,a/2,a/2).$$

On a state at X this translation gives the phase $e^{\pm i\pi}=-1$. Diamond also has an inversion $I$ about the bond centre, which exchanges the two atoms. Hence $I\,C_{2x}I^{-1}=-C_{2x}$, and $I$ turns the state that is even under $C_{2x}$ into the odd one. It therefore reverses the sign of the Pauli matrix $\sigma_z$ in the pair, while leaving $\kappa^2$ unchanged. Neither $\Delta\sigma_z$ nor $\kappa^2\sigma_z$ can occur. $\square$

In zincblende the antisymmetric part of the potential changes sign under $I$. The splitting and the curvature mismatch are both odd in its strength, so both generally start at first order. A common curvature is thus an approximation for finite $\Delta$.

## Proof of the theorem

The trace of (1) gives the mean energy $A\kappa^2$. The remaining matrix has eigenvalues $\pm S$, where

$$S=\sqrt{\frac{\Delta^2}{4}+P^2\kappa^2},\qquad E_\pm=A\kappa^2\pm S. \tag{5}$$

Set $u=\kappa^2\ge0$. Since $dS/du=P^2/(2S)$,

$$\frac{dE_-}{du}=A-\frac{P^2}{2S}. \tag{6}$$

As $u$ grows, $S$ grows, so this slope increases strictly. It starts at $A-P^2/\Delta$, where $S=\Delta/2$, and tends to $A>0$.

If $\Delta\ge P^2/A$, the starting slope is not negative and the slope is positive for every $u>0$. The energy then rises everywhere away from X. If $\Delta<P^2/A$, the slope starts negative and changes sign once. There is one minimum in $u$, hence two in $\kappa$, and X is a maximum. This proves (2).

At the minimum, (6) requires $S=P^2/(2A)$. Squaring gives

$$\frac{\Delta^2}{4}+P^2\kappa_0^2=\frac{P^4}{4A^2},
\qquad
\kappa_0^2=\frac{P^2}{4A^2}-\frac{\Delta^2}{4P^2}
=\frac{P^2}{4A^2}\left(1-\frac{\Delta^2}{\Delta_c^2}\right).$$

The energy there is

$$E_-(\kappa_0)=A\kappa_0^2-\frac{P^2}{2A}
=-\frac{P^2}{4A}-\frac{A\Delta^2}{4P^2}
=-\frac{\Delta_c}{4}-\frac{\Delta^2}{4\Delta_c}.$$

Since $E_-(0)=-\Delta/2$,

$$W=-\frac{\Delta}{2}+\frac{\Delta_c}{4}+\frac{\Delta^2}{4\Delta_c}
=\frac{\Delta_c^2-2\Delta_c\Delta+\Delta^2}{4\Delta_c},$$

which is (3). $\square$

**Remark on the mechanism.** Expanding the root for small $\kappa$ gives

$$E_-=-\frac{\Delta}{2}+\left(A-\frac{P^2}{\Delta}\right)\kappa^2+\frac{P^4}{\Delta^3}\kappa^4+\cdots. \tag{7}$$

The upper state pushes the lower one down by $P^2\kappa^2/\Delta$, while the common curvature raises it by $A\kappa^2$. A small splitting strengthens the repulsion. At $\Delta=\Delta_c$ the quadratic terms cancel, and X is a minimum with the quartic rise $A^2\kappa^4/\Delta_c$.

**Remark on the limits.** As $\Delta\to0$, the bands become $A\kappa^2\pm P|\kappa|$. They cross linearly at X, and the minima move to $P/(2A)$. Near threshold put $\eta=1-\Delta/\Delta_c\ll1$. Then $1-\Delta^2/\Delta_c^2\approx2\eta$, so $\kappa_0\approx(P/2A)\sqrt{2\eta}$, whereas $W=\Delta_c\eta^2/4$. The depth vanishes much faster than the displacement.

## Masses

From $dS/d\kappa=P^2\kappa/S$, the first derivative of the lower band is $2A\kappa-P^2\kappa/S$. Differentiating again,

$$\frac{d^2E_-}{d\kappa^2}=2A-\frac{P^2}{S}+\frac{P^4\kappa^2}{S^3}
=2A-\frac{P^2\Delta^2}{4S^3}, \tag{8}$$

where $S^2-P^2\kappa^2=\Delta^2/4$ was used. Setting $S=\Delta/2$ at X and $S=P^2/(2A)$ at the minima gives curvatures $2A(1-\Delta_c/\Delta)$ and $2A(1-\Delta^2/\Delta_c^2)$. With $d^2E/d\kappa^2=\hbar^2/m$,

$$m_X=\frac{m_A}{1-\Delta_c/\Delta},\qquad
m_{\min}=\frac{m_A}{1-\Delta^2/\Delta_c^2}. \tag{9}$$

Both magnitudes diverge at threshold, where a parabolic mass ceases to describe the band.

## Unequal curvatures

**Proposition.** Let the lower and upper diagonal entries have curvatures $A_l>0$ and $A_u>0$. The lower band has a camel's back if and only if $P^2>A_l\Delta$.

*Proof.* Put $\bar A=(A_u+A_l)/2$ and $\delta=(A_u-A_l)/2$. Then

$$E_-=\bar Au-\sqrt{q},\qquad q=\left(\frac{\Delta}{2}+\delta u\right)^2+P^2u .$$

The second derivative of $\sqrt q$ is $(2qq''-q'^2)/(4q^{3/2})$. Its numerator is constant because $q$ is quadratic. Evaluated at $u=0$, it is

$$\delta^2\Delta^2-(\delta\Delta+P^2)^2=-P^2(P^2+2\delta\Delta).$$

The slope $dE_-/du$ is therefore monotonic in $u$. It starts at $\bar A-(\delta\Delta+P^2)/\Delta=A_l-P^2/\Delta$ and tends to $\bar A-|\delta|$, the smaller of the two curvatures, which is positive. If it starts negative, it changes sign once. If it starts positive, it stays positive. If it starts at zero, it is positive for all $u>0$: it cannot remain constant, since its limit is positive. $\square$

Of the two curvatures, only $A_l$ enters the condition for a camel's back. The upper curvature still affects its depth and position.

## Example in the regime of gallium phosphide

Take $m_A=0.90\,m_0$, $P=0.135$ eV nm, $\Delta=0.350$ eV and $a=0.545$ nm. With $\hbar^2/(2m_0)=0.03810\ \mathrm{eV\,nm^2}$,

$$A=\frac{0.03810}{0.90}=0.04233\ \mathrm{eV\,nm^2},\qquad
\Delta_c=\frac{0.135^2}{0.04233}=0.4305\ \mathrm{eV}.$$

The ratio $\Delta/\Delta_c=0.813$ is below one, so there is a camel's back:

$$\kappa_0=\frac{0.135}{2(0.04233)}\sqrt{1-0.813^2}=0.93\ \mathrm{nm^{-1}},$$

$$W=\frac{(0.4305-0.350)^2}{4(0.4305)}\ \mathrm{eV}=3.8\ \mathrm{meV}
\quad(1.4\times10^{-4}\ \text{hartree}).$$

The displacement is $0.08$ of the distance $2\pi/a$ from $\Gamma$ to X. Equation (9) gives $m_{\min}=2.7\,m_0$ and $m_X=-3.9\,m_0$. The depth is small because it contains the square of the $0.08$ eV by which the splitting misses its critical value.

Each of the three inequivalent X points carries two minima, so there are six in the zone. They are not twelve, because X and $-$X are one point.

**Curvature mismatch.** Hold $P$, $\Delta$ and the mean curvature fixed. Raising $A_l$ by 5 % and lowering $A_u$ by 5 % reduces the depth, found by numerical minimization, to $2.4$ meV. The opposite shifts raise it to $5.4$ meV. By the proposition, the camel's back disappears once $A_l$ exceeds $A$ by the factor $\Delta_c/\Delta=1.23$.

**Temperature.** At 300 K, $k_BT=25.9$ meV, about seven times $W$. Let $R$ be the longitudinal partition function divided by that of two independent parabolic wells of mass $m_{\min}$:

$$R=\frac{\int e^{-[E_-(\kappa)-E_-(\kappa_0)]/k_BT}\,d\kappa}{2\sqrt{2\pi m_{\min}k_BT}/\hbar}.$$

Numerical summation over $|\kappa|\le5\ \mathrm{nm^{-1}}$ gives $R=0.76$ at 300 K and $1.01$ at 77 K. By (8) the curvature increases with $|\kappa|$. Outside the minima the band therefore lies above the parabola, which lowers $R$; between each minimum and X it lies below, which raises $R$. Ending each well at X removes the parabola's tail and lowers $R$. The value near one at 77 K is a balance of these contributions, not evidence that the wells are parabolic: there $k_BT=6.6$ meV still exceeds $W$.

**Filling.** The band regains its X energy where $A\kappa^2+\Delta/2=S$. Squaring and dividing by $\kappa^2$ gives $\kappa_1^2=(P^2-A\Delta)/A^2$, so $\kappa_1=1.38\ \mathrm{nm^{-1}}$. Take an isotropic transverse mass $m_t=0.25\,m_0$, independent of $\kappa$. At a given $\kappa$, the states below the X energy fill a disc of squared radius $2m_t[E_-(0)-E_-(\kappa)]/\hbar^2$. Three X points and two spins give

$$n=\frac{3\cdot2}{(2\pi)^3}\int_{-\kappa_1}^{\kappa_1}\pi\,\frac{2m_t}{\hbar^2}\,[E_-(0)-E_-(\kappa)]\,d\kappa .$$

Quadrature yields $2.8\times10^{18}\ \mathrm{cm^{-3}}$. For a free electron gas at zero temperature and higher density, the Fermi level lies above the hump and the two pockets at each X point merge. A doped crystal is not in this regime at such a density: a donor in this band binds an electron by tens of meV, far more than $W$, and the electrons stay bound at low temperature until the density reaches the metal-insulator transition, of order $10^{19}\ \mathrm{cm^{-3}}$.

**Electric field.** A force of magnitude $eF$ moves an electron through X according to $\hbar\,d\kappa/dt=eF$. The common term $A\kappa^2$ contributes only a phase, leaving

$$i\,eF\frac{d\psi}{d\kappa}=\left(\frac{\Delta}{2}\sigma_z+P\kappa\sigma_x\right)\psi .$$

Runge–Kutta integration from $-15$ to $15\ \mathrm{nm^{-1}}$, started in the lower band, gives a probability $8.0\times10^{-4}$ of ending in the upper band at $F=1$ MV/cm, a rough breakdown scale. The Landau–Zener expression $\exp[-\pi\Delta^2/(4PeF)]$ gives the same value to this precision. Interband transfer at X is thus small per passage in this model. The long interval serves to reach the asymptotic probability and does not represent the real band so far from X.

## A crystal with more than two bands

A plane-wave model tests the two-band formula with equal curvatures in a crystal that has remote bands and unequal curvatures. Its atoms sit at $\pm\boldsymbol\tau/2$, with $a=10.3$ bohr, and its potential has the Fourier components

$$V(\mathbf G)=V_s\cos(\mathbf G\cdot\boldsymbol\tau/2)+i\lambda V_a\sin(\mathbf G\cdot\boldsymbol\tau/2).$$

For $|\mathbf G|^2=3,8,11$ in units of $(2\pi/a)^2$, $V_s=-0.22,\,0.04,\,0.07$ Ry. For $|\mathbf G|^2=3,4,11$, $V_a=0.10,\,0.06,\,0.02$ Ry. Other components vanish. These round numbers are not fitted to a material, but the cell equals that of the example ($0.545$ nm) and at $\lambda=1$ the components are close to standard empirical form factors for gallium phosphide. The table below shows no camel's back at $\lambda=1$, so this local model does not reproduce the feature of the real crystal; it serves only to test the two-band reduction. The same 92 plane waves are used at every $\kappa$, and $\lambda$ scales the antisymmetric potential with all else fixed. This basis is not converged to the last digit shown: for $\lambda\le1$, enlarging it to 342 waves raises $\Delta$ by about 1.5 %, lowers $P^2/(A_l\Delta)$ from 4.9 to 4.8 at $\lambda=0.25$, and lowers the full depth at $\lambda=0.50$ from 35 to 34 meV.

Diagonalization at X and the sum (4) give the following values, with curvatures in units of $\hbar^2/(2m_0)$. "Full" is the depth from minimizing the plane-wave band; "two-band" is (3) with the mean curvature.

| $\lambda$ | $\Delta$ (eV) | $A_l,\ A_u$ | $P^2/(A_l\Delta)$ | full, two-band (meV) |
|---|---|---|---|---|
| 0.25 | 0.10 | 1.31, 1.15 | 4.9 | 83, 82 |
| 0.50 | 0.20 | 1.39, 1.08 | 2.1 | 35, 38 |
| 1.00 | 0.41 | 1.54, 0.97 | 0.67 | 0, 0 |
| 2.00 | 0.85 | 1.58, 0.86 | 0.15 | 0, 0 |

The camel's back is present in the two rows where $P^2/(A_l\Delta)>1$ and absent in the other two. At $\lambda=0.50$ the two-band depth is 10 % above the full one. Keeping $A_l$ and $A_u$ separate in the two-band matrix gives $80.7$ and $33.5$ meV for the first two rows, 3 to 4 % below the full depths, so the close agreement at $\lambda=0.25$ is partly a cancellation between the mismatch and higher-order terms from the remote bands. The mismatch grows from each row of the table to the next, and at $\lambda=1$ $A_l$ exceeds the mean by 23 %. A mismatch of that relative size would use up nearly the whole margin of the gallium phosphide example if its $P$, $\Delta$ and mean curvature were held fixed.

**Relation to the real material.** Gallium phosphide has its lowest conduction minima near X, with a splitting of roughly $0.35$ eV and a camel's back a few meV deep. The chosen parameters lie in that regime, but the depth computed from them is not a prediction at the meV level. The depth is sensitive to the assumption of equal curvatures: opposite 5 % shifts of the two move it by about 40 % of its value. Spin-orbit coupling, strain and disorder are also absent, and their effect on the depth has not been estimated here.
